# Matching NRQED coefficients c_F, c_S and c_D to the form-factor vertex: verification in Python

```python
# Tree-level matching of NRQED to the vertex ubar'[F1 gamma^mu + i sigma^{mu nu} q_nu F2/(2M)]u.
# L = psi^+{iD_t + D^2/2M + cF e sigma.B/2M + cD e(D.E-E.D)/8M^2 + i cS e sigma.(DxE-ExD)/8M^2}psi
# Result under test: cF = 1+kappa, cS = 2cF-1, cD = 1+2kappa+8 M^2 F1'(0)   (1 -> Q if F1(0)=Q).
# Symbols: M mass, kappa=F2(0), F1'=dF1/dq^2 at 0, q^2=q0^2-|q|^2, spinors normalised u^+u=1,
# GE = F1+q^2 F2/4M^2, rE^2 = 6 GE'(0). Matching tests: hbar=c=1; bound states: Hartree units.
import numpy as np, sympy as sp, mpmath as mp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import spherical_jn
from scipy.integrate import quad
from scipy.constants import physical_constants as pc, alpha

def claimed(kappa, slope):          # slope = M^2 F1'(0)
    cF = 1 + kappa
    return cF, 2*cF - 1, 1 + 2*kappa + 8*slope

# ---- symbolic matching: spinor currents against NRQED operators acting on plane waves
lam, kap, F1p, F2p, Q, e, x, t, a0 = sp.symbols('lam kappa F1p F2p Q e x t a0', real=True)
M = sp.Symbol('M', positive=True)
cF, cD, cS = sp.symbols('cF cD cS')
X = sp.symbols('x1:4', real=True); av = sp.symbols('a1:4', real=True)
I2, Z2 = sp.eye(2), sp.zeros(2)
sg = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]), sp.Matrix([[1, 0], [0, -1]])]
blk = lambda a, b, c, d: sp.Matrix.vstack(sp.Matrix.hstack(a, b), sp.Matrix.hstack(c, d))
gam = [blk(I2, Z2, Z2, -I2)] + [blk(Z2, s, -s, Z2) for s in sg]
root = sp.sqrt(1 + x)               # E/M with x = p^2/M^2
taylor = lambda f, s: sp.simplify(f.subs(x, 0)) + sp.simplify(sp.diff(f, x).subs(x, 0))*s

def spinor_sym(p):
    s = lam**2*sum(c*c for c in p)/M**2
    low = lam*sum((p[i]*sg[i] for i in range(3)), Z2)*taylor(1/(root + 1), s)/M
    u = taylor(sp.sqrt((root + 1)/(2*root)), s)*sp.Matrix.vstack(I2, low)
    return u.applyfunc(sp.expand), M*taylor(root, s)

def nrqed_current(p, q):
    ph = sp.exp(sp.I*(sum(q[i+1]*X[i] for i in range(3)) - q[0]*t))
    psi = sp.exp(sp.I*lam*sum(p[i]*X[i] for i in range(3)))
    A0 = a0*ph; A = [a*ph for a in av]
    D = lambda i, f: sp.diff(f, X[i]) - sp.I*e*Q*A[i]*f
    E = [-sp.diff(A0, X[i]) - sp.diff(A[i], t) for i in range(3)]
    cyc = [(1, 2), (2, 0), (0, 1)]
    B = [sp.diff(A[j], X[i]) - sp.diff(A[i], X[j]) for i, j in cyc]
    scal = sp.I*(sp.diff(psi, t) + sp.I*e*Q*A0*psi) + sum(D(i, D(i, psi)) for i in range(3))/(2*M) \
        + cD*e*sum(D(i, E[i]*psi) - E[i]*D(i, psi) for i in range(3))/(8*M**2)
    spin = [cF*e*B[k]*psi/(2*M) + sp.I*cS*e*(D(i, E[j]*psi) - D(j, E[i]*psi)
            - E[i]*D(j, psi) + E[j]*D(i, psi))/(8*M**2) for k, (i, j) in enumerate(cyc)]
    origin = {X[0]: 0, X[1]: 0, X[2]: 0, t: 0}
    lin = lambda f: sp.expand(sp.diff(f, e).subs(e, 0).subs(origin))
    V = lin(scal)*I2 + sum((lin(spin[k])*sg[k] for k in range(3)), Z2)
    return [-V.diff(a0)] + [V.diff(a) for a in av]

R = sp.Rational
eqs = []
for p, pp in [((1, R(-1, 2), 2), (R(1, 3), 3, -1)), ((-2, 1, R(1, 5)), (1, R(3, 2), 4))]:
    u, En = spinor_sym(p); up, Ep = spinor_sym(pp)
    q = [sp.expand(Ep - En)] + [lam*(pp[i] - p[i]) for i in range(3)]
    qlow = [q[0], -q[1], -q[2], -q[3]]
    q2 = sp.expand(sum(q[i]*qlow[i] for i in range(4)))
    Jnr = nrqed_current(p, q)
    for m in range(4):
        pauli = sum((sp.I*sp.I/2*(gam[m]*gam[n] - gam[n]*gam[m])*qlow[n] for n in range(4)), sp.zeros(4))
        G = ((Q + F1p*q2)*gam[m] + (kap + F2p*q2)*pauli/(2*M)).applyfunc(sp.expand)
        for entry in (up.H*gam[0]*G*u - Jnr[m]):
            ex = sp.expand(entry*M**2)
            eqs += [c for c in (ex.coeff(lam, n) for n in range(3)) if c != 0]
sol = list(sp.linsolve(eqs, [cF, cS, cD]))
assert len(sol) == 1
sF, sS, sD = [sp.expand(sp.simplify(s)) for s in sol[0]]
assert sp.expand(sF - Q - kap) == 0 and sp.expand(sS - 2*sF + Q) == 0
assert sp.expand(sD - Q - 2*kap - 8*M**2*F1p) == 0
print("symbolic: nontrivial equations =", len(eqs))
print("symbolic: cF =", sF, "; cS =", sS, "; cD =", sD)

# ---- exact numerical spinors, dipole form factors, M = 1
s = [np.array(a.tolist(), complex) for a in sg]; g = [np.array(a.tolist(), complex) for a in gam]
sdot = lambda v: sum(v[i]*s[i] for i in range(3))
km, L1, L2 = 0.7, 0.8, 1.5
F1 = lambda z: 1/(1 - z/L1)**2
F2 = lambda z: km/(1 - z/L2)**2
def spinor(p):
    E = np.sqrt(1 + p@p)
    u = np.sqrt((E + 1)/(2*E))*np.vstack([np.eye(2), sdot(p)/(E + 1)])
    assert np.abs((E*g[0] - sum(p[i]*g[i+1] for i in range(3)) - np.eye(4))@u).max() < 1e-13
    assert np.abs(u.conj().T@u - np.eye(2)).max() < 1e-13
    return u, E
def exact(p, pp):
    u, E = spinor(p); up, Ep = spinor(pp)
    ql = np.r_[Ep - E, -(pp - p)]; z = ql[0]**2 - ql[1:]@ql[1:]
    J = [up.conj().T@g[0]@(F1(z)*g[m] + F2(z)/2*sum(-0.5*(g[m]@g[n] - g[n]@g[m])*ql[n]
         for n in range(4)))@u for m in range(4)]
    assert np.abs(sum(ql[m]*J[m] for m in range(4))).max() < 1e-13
    return J
def residual(l, c):
    p, pp = l*np.array([0.6, -0.3, 0.9]), l*np.array([0.2, 1.1, -0.5]); q = pp - p
    J = exact(p, pp)
    r0 = J[0] - (1 - c[2]*q@q/8)*np.eye(2) - 1j*c[1]*sdot(np.cross(pp, p))/4
    rv = [J[i+1] - (p + pp)[i]/2*np.eye(2) - 0.5j*c[0]*sdot(np.cross(q, np.eye(3)[i])) for i in range(3)]
    return np.linalg.norm(r0), np.linalg.norm(rv)
cm = claimed(km, 2/L1)
o0, ov = np.log2(np.array(residual(0.02, cm))/np.array(residual(0.01, cm)))
bad = (cm[0], cm[0], cm[2])
ob = np.log2(residual(0.02, bad)[0]/residual(0.01, bad)[0])
assert abs(o0 - 4) < 0.05 and abs(ov - 3) < 0.05 and abs(ob - 2) < 0.05
print(f"dipole model (M=1): kappa={km}, Lambda1^2={L1}, Lambda2^2={L2}, M^2F1'={2/L1:.3f}")
print(f"residual order: J0 {o0:.3f}, J {ov:.3f}, J0 with cS->cF {ob:.3f}")
qb = np.array([0.5, -0.7, 0.4]); Q2 = qb@qb
breit = np.abs(exact(-qb/2, qb/2)[0] - (F1(-Q2) - Q2/4*F2(-Q2))/np.sqrt(1 + Q2/4)*np.eye(2)).max()
assert breit < 1e-13
print(f"Breit identity at Q^2={Q2:.2f} M^2: deviation {breit:.1e}")

# ---- Landau levels of alpha.pi + beta M - kappa e beta Sigma.B/2M, M = 1, b = eB/M^2
def spin_flip(b, n=8):
    a = np.diag(np.sqrt(np.arange(1, n)), 1)
    px, py = np.sqrt(b/2)*(a + a.T), np.sqrt(b/2)*(a - a.T)/1j
    H = np.kron(g[0]@g[1], px) + np.kron(g[0]@g[2], py) \
        + np.kron(g[0] - km*b/2*g[0]@np.kron(np.eye(2), s[2]), np.eye(n))
    w, v = np.linalg.eigh(H)
    return (w[np.argmax(abs(v[n]))] - w[np.argmax(abs(v[0]))])/b
cF_landau = 2*spin_flip(5e-4) - spin_flip(1e-3)
assert abs(cF_landau - cm[0]) < 1e-5     # remainder O(b^2)
print(f"Landau: spin flip/(eB/M) at b=1e-3 {spin_flip(1e-3):.6f}, b->0 {cF_landau:.6f}, claimed {cm[0]:.6f}")

# ---- motional magnetic field plus Thomas rotation from boost matrices (e = M = 1)
def boost(v):
    ga = 1/np.sqrt(1 - v@v); L = np.eye(4); L[0, 0] = ga
    L[0, 1:] = L[1:, 0] = ga*v; L[1:, 1:] += ga**2/(ga + 1)*np.outer(v, v)
    return L
v, Ef, dtau = 1e-3*np.array([0.6, 0.5, -0.4]), np.array([0.2, 0.9, 0.7]), 1e-4
Fm = np.zeros((4, 4)); Fm[1:, 0] = Ef; Fm[0, 1:] = -Ef
Fr = boost(-v)@Fm@boost(-v).T
Brest = -np.array([Fr[2, 3], Fr[3, 1], Fr[1, 2]])
Lnew = boost(v)@boost(Fr[1:, 0]*dtau)
W = boost(-Lnew[1:, 0]/Lnew[0, 0])@Lnew
thomas = np.array([W[3, 2] - W[2, 3], W[1, 3] - W[3, 1], W[2, 1] - W[1, 2]])/2/dtau
vxE = np.cross(v, Ef)
omega = (-cm[0]*Brest + thomas)*np.sqrt(1 - v@v)
assert np.abs(omega - cm[1]/2*vxE).max() < 1e-5*np.linalg.norm(vxE)   # remainder O(v^2)
print(f"boosts: Thomas/(v x E) {thomas@vxE/(vxE@vxE):.6f}, cS {2*omega@vxE/(vxE@vxE):.6f}, claimed {cm[1]:.6f}")

# ---- Dirac-Pauli levels in a Gaussian well (Hartree units, m = 1, c varied)
V0, aw, box, nb = 8.0, 1.5, 12.0, 70
xg, wg = np.polynomial.legendre.leggauss(500); r = box*(xg + 1)/2; w = box*wg/2
ga = np.exp(-r**2/aw**2)
V, dV, lapV = -V0*ga, 2*V0*r/aw**2*ga, V0*ga*(6/aw**2 - 4*r**2/aw**4)
def basis(l):
    n = np.arange(1, nb + 1)
    z = n*np.pi if l == 0 else np.array(
        [brentq(lambda y: spherical_jn(1, y), m*np.pi, (m + .5)*np.pi, xtol=1e-14) for m in n])
    k = z/box; kr = np.outer(r, k)
    G = r[:, None]*spherical_jn(l, kr); dG = spherical_jn(l, kr) + kr*spherical_jn(l, kr, derivative=True)
    nrm = np.sqrt(w@G**2)
    return k, G/nrm, dG/nrm
nr = {}
for l in (0, 1):
    k, G, dG = basis(l)
    ev, vec = np.linalg.eigh(np.diag(k**2/2) + G.T@((w*V)[:, None]*G)); c0 = vec[:, 0]; rho = w*(G@c0)**2
    nr[l] = dict(G=G, dG=dG, E=ev[0], p4=c0**2@k**4, lap=rho@lapV, so=rho@(dV/r))
    print(f"well l={l}: E {ev[0]:.6f} Eh, <p^4> {nr[l]['p4']:.5f}, <lap V> {nr[l]['lap']:.5f}, <V'/r> {nr[l]['so']:.5f} a.u.")
def shift(kd, kappa, slope):        # limit of c^2 (E_Dirac - c^2 - E_NR)
    b = nr[0 if kd == -1 else 1]; G = b['G']; S = G.T@(w[:, None]*G); d = []
    for c in (30.0, 60.0, 120.0):
        U = V + slope*lapV/c**2
        AG = b['dG'] + (kd/r - kappa*dV/(2*c**2))[:, None]*G
        eps = b['E']
        for _ in range(12):
            H = AG.T@((w*c**2/(eps + 2*c**2 - U))[:, None]*AG) + G.T@((w*U)[:, None]*G)
            eps = eigh(H, S, eigvals_only=True)[0]
        d.append(c**2*(eps - b['E']))
    return (16*(4*d[2] - d[1])/3 - (4*d[1] - d[0])/3)/15
print(f"well: depth {V0} Eh, range {aw} bohr; c = 30, 60, 120 extrapolated")
for kappa, slope in [(0.0, 0.0), (0.7, 0.3), (-0.4, 0.1)]:
    c = claimed(kappa, slope); ds, d1, d3 = [shift(kd, kappa, slope) for kd in (-1, 1, -2)]
    cS_x = 4*(d3 - d1)/(3*nr[1]['so'])
    cD_s = (8*ds + nr[0]['p4'])/nr[0]['lap']
    cD_p = (8*(2*d3 + d1)/3 + nr[1]['p4'])/nr[1]['lap']
    assert max(abs(cS_x - c[1]), abs(cD_s - c[2]), abs(cD_p - c[2])) < 1e-5
    print(f" kappa {kappa}, M^2F1' {slope}: c^2 shifts s,p1/2,p3/2 {ds:.5f} {d1:.5f} {d3:.5f} a.u.")
    print(f"   cS {cS_x:.6f} (claim {c[1]:.1f}), cD from s {cD_s:.6f}, from p {cD_p:.6f} (claim {c[2]:.1f})")

# ---- worked example: hydrogen
MHz = pc['hartree-hertz relationship'][0]/1e6
ae = pc['electron mag. mom. anomaly'][0]; ce = claimed(ae, 0.0)
r3 = quad(lambda y: y*np.exp(-y)/24, 0, np.inf)[0]      # R_21^2 r^2 / r^3
fs0 = 0.75*alpha**2*r3; fs = ce[1]*fs0
mp.mp.dps = 30; al = mp.mpf(alpha)
Ed = lambda k: (1 + (al/(2 - k + mp.sqrt(k*k - al**2)))**2)**mp.mpf(-0.5)/al**2
fsD = float(Ed(2) - Ed(1))
assert abs(fs0/fsD - 1) < alpha**2       # next order is relative alpha^2
print(f"alpha {alpha:.10f}; 1 Eh = {MHz:.6e} MHz")
print(f"electron: a_e {ae:.9f}, cF {ce[0]:.9f}, cS {ce[1]:.9f}, <r^-3>_2p {r3:.7f} bohr^-3")
print(f"2P splitting cS=1: {fs0:.6e} Eh; Dirac-Coulomb {fsD:.6e} Eh; rel diff {fs0/fsD-1:.2e}")
print(f"2P splitting cS=1+2a_e: {fs:.6e} Eh = {fs*MHz:.1f} MHz; a_e part {(fs-fs0)*MHz:.2f} MHz")
Mp = pc['proton-electron mass ratio'][0]; kp = pc['proton mag. mom. to nuclear magneton ratio'][0] - 1
rp = pc['proton rms charge radius'][0]/pc['Bohr radius'][0]; mu = Mp/(1 + Mp)
Mr = Mp*rp/alpha; slope_p = Mr**2/6 - kp/4; cp = claimed(kp, slope_p)
unit = alpha**2*mu**3/(2*Mp**2); size = (cp[2] - 1)*unit
Rs = np.sqrt(5/3)*rp
direct = quad(lambda y: 4*mu**3*np.exp(-2*mu*Rs*y)*Rs**2*(y - y*y*(3 - y*y)/2), 0, 1)[0]
assert abs(direct/size - 1) < 1e-4       # variation of the 1S density over the sphere, O(r/a0)
print(f"proton: M {Mp:.5f} m_e, kappa {kp:.6f}, r_E {rp:.5e} bohr ({pc['proton rms charge radius'][0]*1e15:.5f} fm)")
print(f"proton: M c r_E {Mr:.5f}, M^2 GE' {Mr**2/6:.5f}, M^2 F1' {slope_p:.5f}, reduced mass {mu:.7f} m_e")
print(f"proton: cF {cp[0]:.6f}, cS {cp[1]:.6f}, cD {cp[2]:.4f}, 2kappa {2*kp:.4f}, 8M^2F1' {8*slope_p:.4f}")
print(f"1S size part {size:.5e} Eh = {size*MHz:.4f} MHz; sphere quadrature {direct:.5e} Eh, rel diff {direct/size-1:.1e}")
print(f"1S Darwin-Foldy part {unit:.5e} Eh = {unit*MHz:.4f} MHz")
print(f"1S total cD term {cp[2]*unit:.5e} Eh = {cp[2]*unit*MHz:.4f} MHz")
print("all tests passed")
```

Running it gives:

```
symbolic: nontrivial equations = 28
symbolic: cF = Q + kappa ; cS = Q + 2*kappa ; cD = 8*F1p*M**2 + Q + 2*kappa
dipole model (M=1): kappa=0.7, Lambda1^2=0.8, Lambda2^2=1.5, M^2F1'=2.500
residual order: J0 3.997, J 2.997, J0 with cS->cF 2.007
Breit identity at Q^2=0.90 M^2: deviation 3.6e-18
Landau: spin flip/(eB/M) at b=1e-3 1.699500, b->0 1.700000, claimed 1.700000
boosts: Thomas/(v x E) -0.500000, cS 2.400000, claimed 2.400000
well l=0: E -4.432959 Eh, <p^4> 17.23004, <lap V> 13.20602, <V'/r> 5.32520 a.u.
well l=1: E -2.385168 Eh, <p^4> 30.18876, <lap V> 8.34068, <V'/r> 4.10038 a.u.
well: depth 8.0 Eh, range 1.5 bohr; c = 30, 60, 120 extrapolated
 kappa 0.0, M^2F1' 0.0: c^2 shifts s,p1/2,p3/2 -0.50300 -4.78120 -1.70592 a.u.
   cS 1.000000 (claim 1.0), cD from s 1.000000, from p 1.000000 (claim 1.0)
 kappa 0.7, M^2F1' 0.3: c^2 shifts s,p1/2,p3/2 5.76985 -3.68964 3.69104 a.u.
   cS 2.400000 (claim 2.4), cD from s 4.800000, from p 4.800000 (claim 4.8)
 kappa -0.4, M^2F1' 0.1: c^2 shifts s,p1/2,p3/2 -0.50300 -3.14105 -2.52599 a.u.
   cS 0.200000 (claim 0.2), cD from s 1.000000, from p 1.000000 (claim 1.0)
alpha 0.0072973526; 1 Eh = 6.579684e+09 MHz
electron: a_e 0.001159652, cF 1.001159652, cS 1.002319304, <r^-3>_2p 0.0416667 bohr^-3
2P splitting cS=1: 1.664105e-06 Eh; Dirac-Coulomb 1.664160e-06 Eh; rel diff -3.33e-05
2P splitting cS=1+2a_e: 1.667964e-06 Eh = 10974.7 MHz; a_e part 25.39 MHz
proton: M 1836.15267 m_e, kappa 1.792847, r_E 1.58879e-05 bohr (0.84075 fm)
proton: M c r_E 3.99769, M^2 GE' 2.66359, M^2 F1' 2.21538, reduced mass 0.9994557 m_e
proton: cF 2.792847, cS 4.585695, cD 22.3087, 2kappa 3.5857, 8M^2F1' 17.7230
1S size part 1.68008e-10 Eh = 1.1054 MHz; sphere quadrature 1.68005e-10 Eh, rel diff -1.7e-05
1S Darwin-Foldy part 7.88449e-12 Eh = 0.0519 MHz
1S total cD term 1.75893e-10 Eh = 1.1573 MHz
all tests passed
```
